# The open-circuit Lorenz number of elastic electron transport, part 2

A homogeneous conductor carries a small temperature gradient along \(x\) and no electric current. The problem is what fixes its Lorenz number

\[
L=\frac{\kappa}{\sigma T},
\]

where \(\kappa\) is the electronic heat conductivity, \(\sigma\) the isothermal electrical conductivity and \(T\) the absolute temperature. The electron charge is \(-e\), \(E\) is total energy, \(\varepsilon\) band energy, \(p\) momentum and \(\mu\) the electrochemical potential. A prime on \(\mu\) or \(T\) means \(d/dx\). All bands share one \(\mu\) and one \(T\) at each point. The local equilibrium distribution is

\[
f_0=\frac{1}{e^{z}+1},\qquad z=\frac{E-\mu(x)}{k_BT(x)} .
\]

To first order, with \(f=f_0+\delta f\), the Boltzmann equation equates \(v_xD(E)\) to the collision rate of change, where

\[
D(E)=\left(-\frac{\partial f_0}{\partial E}\right)\left[\mu'+(E-\mu)\frac{T'}{T}\right].
\]

\(W\) with two state indices is the scattering rate from the first state to the second. Without indices, \(W=\sigma(E)(-\partial f_0/\partial E)\) is the conductivity weight, with integral \(\sigma\) and mean energy \(m\). For elastic scattering on isotropic shells,

\[
\sigma(E)=\frac{e^2g(E)v^2(E)\tau(E)}{3}\ge 0 ,
\]

with density of states \(g\), speed \(v\) and relaxation time \(\tau\). With \(\operatorname{Var}(E)\) the variance under this weight, the Seebeck coefficient \(S\) and \(L\) are

\[
S=-\frac{m-\mu}{eT},\qquad L=\frac{\operatorname{Var}(E)}{e^2T^2}.
\]

This \(L\) is nonnegative and independent of the energy zero.

At zero current the particle flux per unit energy is \(J_N(E)=-(W/e^2)(E-m)T'/T\). The energy flux weights it by \(E\); part (d) subtracted \(m\) from that factor, since the total particle flux \(J_N\) vanishes. At \(\mu'=0\) the heat coefficient \(-J_Q/(\sigma TT')\) is \(L+S^2\), with \(J_Q\) the heat flux; the bare energy coefficient \(-J_E/(\sigma TT')\), with \(J_E\) the energy flux, depends on the energy zero.

In one-band formulas \(x\) is also the energy above the band edge divided by \(k_BT\), and \(\eta\) is the position of \(\mu\) on that scale. The Wiedemann–Franz value is \(L=(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}\). The "window" in the numerical output is a narrow conducting energy range with constant \(\sigma(E)\).

### (g) What do two bands add?

**Question.** A conduction band c and a valence band v carry fractions \(p_c\) and \(p_v=1-p_c\) of the conductivity, with mean energies \(m_c\) and \(m_v\). Separate \(L\) into contributions from within and between the bands, and interpret the second.

**Solution.** In band \(i\) write \(E-m=(E-m_i)+(m_i-m)\). The cross term vanishes on averaging within the band, so

\[
\operatorname{Var}(E)=\sum_i p_i\operatorname{Var}_i(E)+\sum_i p_i(m_i-m)^2 .
\]

Let \(\Delta=m_c-m_v\). Since \(m=p_cm_c+p_vm_v\), we have \(m_c-m=p_v\Delta\) and \(m_v-m=-p_c\Delta\). The second sum is \(p_cp_v^2\Delta^2+p_vp_c^2\Delta^2=p_cp_v\Delta^2\), and

\[
L=\frac{p_c\operatorname{Var}_c+p_v\operatorname{Var}_v+p_cp_v\Delta^2}{e^2T^2}.
\]

To interpret the last term, integrate the open-circuit flux over each band:

\[
J_c=-\frac{\sigma p_c}{e^2}(m_c-m)\frac{T'}{T}=-\frac{\sigma p_cp_v\Delta}{e^2}\frac{T'}{T},\qquad J_v=-J_c .
\]

Electrons travel to the cold side in the conduction band, and an equal number return in the valence band. In the language of holes, electrons and holes both move to the cold side. Each circulating electron transfers the energy \(\Delta\), which exceeds the gap. This is bipolar heat conduction.

The circulation needs generation of pairs on the hot side and recombination on the cold side, in the material or at its contacts. If these processes are too slow to keep one common \(\mu\), the assumption of local equilibrium fails and the last term cannot be used as it stands.

### (h) What survives if scattering is inelastic?

**Question.** Let electrons exchange energy with phonons that remain in equilibrium. Which of the properties of \(L\) remain?

**Solution.** Label the electron states by \(i\), and write \(f_i/(1-f_i)=e^{-z_i+\varphi_i}\), where \(\varphi_i\) is a small deviation. Detailed balance now reads \(e^{-z_i}W_{ij}=e^{-z_j}W_{ji}\). The net rate from \(i\) to \(j\) is

\[
f_i(1-f_j)W_{ij}-f_j(1-f_i)W_{ji}
=(1-f_i)(1-f_j)e^{-z_i}W_{ij}\,(e^{\varphi_i}-e^{\varphi_j})
\approx Q_{ij}(\varphi_i-\varphi_j),
\]

with \(Q_{ij}=f_{0i}(1-f_{0j})W_{ij}\), which is symmetric. Define the operator \((M\varphi)_i=\sum_jQ_{ij}(\varphi_i-\varphi_j)\). It is symmetric, and \(\sum_i\varphi_i(M\varphi)_i=\tfrac12\sum_{ij}Q_{ij}(\varphi_i-\varphi_j)^2\ge0\).

Let \(b_i=v_{x,i}(-\partial f_0/\partial E)_i\). The Boltzmann equation becomes \(M\varphi=-b\,[\mu'+(E-\mu)T'/T]\). The source is odd in velocity, and we take \(M\) to be invertible on odd functions, which means that every current decays. To first order \(\delta f_i=f_{0i}(1-f_{0i})\varphi_i=k_BT(-\partial f_0/\partial E)_i\varphi_i\), so the particle flux is \(J_N=k_BT\sum_ib_i\varphi_i\). With

\[
R_{ij}=e^2k_BT\,b_i(M^{-1})_{ij}b_j ,
\]

where the sums include the factor of one over the volume, this is

\[
J_N=-\frac1{e^2}\sum_{ij}R_{ij}\left[\mu'+(E_j-\mu)\frac{T'}{T}\right].
\]

The conductivity is \(\sigma=\sum_{ij}R_{ij}\), and \(m=\sum_{ij}R_{ij}E_j/\sigma\). Zero current again requires \(\mu'=-(m-\mu)T'/T\). The energy flux has an additional factor \(E_i\), from which \(m\) may be subtracted as in part (d). The result is

\[
L=\frac{1}{\sigma e^2T^2}\sum_{ij}R_{ij}(E_i-m)(E_j-m).
\]

Since \(M^{-1}\) is positive on odd functions, \(L\ge0\). Only differences \(E-m\) appear, so \(L\) is still independent of the energy zero. These two properties therefore do not require elasticity.

The variance formula is no longer guaranteed. The conductivity weight of state \(i\) is now \(\sum_jR_{ij}\), and the variance with this weight contains \(\sum_{ij}R_{ij}(E_i-m)^2\). Symmetrize this sum in \(i\) and \(j\), then subtract the sum in \(L\):

\[
\frac{\operatorname{Var}(E)}{e^2T^2}-L=\frac{1}{2\sigma e^2T^2}\sum_{ij}R_{ij}(E_i-E_j)^2 .
\]

For elastic scattering \(R\) connects states of equal energy, and the right side is zero. It is also zero for inelastic scattering that leaves no memory of the old direction: then \(\sum_jQ_{ij}\varphi_j\) vanishes for odd \(\varphi\), so \(M\) is diagonal on odd functions and does not couple different energies. If the response between different energies, summed over directions, is nonnegative and not zero everywhere, the variance rule gives too large an \(L\).

### (i) What does this mean for a thermoelectric film?

**Question.** Take an n-type film at 300 K in the regime of bismuth telluride. The rough, rounded parameters are a gap of 0.15 eV, a density-of-states mass of \(0.6\,m_0\) in each band, and nondegenerate mobilities of 1000 cm²/Vs for electrons and 500 cm²/Vs for holes. Acoustic phonons scatter the carriers and are treated as elastic. Put \(\mu\) at the conduction edge, which is the zero of energy. Find \(L\) and \(\kappa\), vary \(\mu\), and size the neglected effects.

**Solution.** For acoustic phonons take \(1/\tau\propto g\). Then \(gv^2\tau\propto v^2\), which is linear in energy for a parabolic band, so \(\sigma_c(E)=A_cx\). The prefactor follows from the nondegenerate limit. There the density is \(n=Ne^\eta\), with \(N=2(2\pi m_dk_BT/h^2)^{3/2}=1.166\times10^{19}\ \mathrm{cm^{-3}}\), where \(m_d\) is the density-of-states mass, and the conductivity is \(A_c\int_0^\infty xe^{\eta-x}dx=A_ce^\eta\). Equating this to \(ne\) times the mobility gives \(A_c=1869\) S/cm. For holes, \(A_v=934\) S/cm.

At any \(\eta\), integration by parts gives

\[
\int_0^\infty x\left(-\frac{\partial f_0}{\partial x}\right)dx=\int_0^\infty f_0\,dx=\ln(1+e^\eta).
\]

With \(\eta=0\), the electrons contribute \(1869\ln2=1295\) S/cm. For holes \(\mu\) lies \(150/25.85=5.80\) thermal energies outside the band, and they contribute \(934\ln(1+e^{-5.80})=2.8\) S/cm. The total is 1298 S/cm, with \(p_v=0.00217\).

The mean energy of the full weight is 60.78 meV, and its standard deviation is 40.02 meV. Hence

\[
S=-\frac{0.06078\ \mathrm V}{300\ \mathrm K}=-203\ \mathrm{\mu V/K},
\qquad
L=\left(\frac{0.04002\ \mathrm V}{300\ \mathrm K}\right)^2=1.78\times10^{-8}\ \mathrm{V^2/K^2}.
\]

The holes are few, but they are far away in energy. With \(\Delta=263.1\) meV,

\[
\frac{p_cp_v\Delta^2}{e^2T^2}=\frac{0.99783\times0.00217\times(0.2631\ \mathrm V)^2}{(300\ \mathrm K)^2}=0.167\times10^{-8}\ \mathrm{V^2/K^2},
\]

which is 9% of \(L\), from 0.2% of the conductivity. The electronic heat conductivity is

\[
\kappa=L\sigma T=1.779\times10^{-8}\times1.298\times10^{5}\times300=0.69\ \mathrm{W/(m\,K)},
\]

with \(\sigma\) in S/m.

The step from the flux at each energy to \(L\) was tested by imitating the measurement; the assumed \(\sigma(E)\) is not tested by this. A temperature difference of 0.2 K was put across a thin element whose flux at each energy is proportional to \(\sigma(E)(f_{\rm hot}-f_{\rm cold})\), with full Fermi functions. The potential difference was adjusted until the current vanished. The energy flux gave \(L=1.77931\times10^{-8}\ \mathrm{V^2/K^2}\), equal to the variance result in all printed digits. Shifting all energies by \(-4.5\) eV left it unchanged. At \(\mu'=0\) the heat coefficient was \(5.884\times10^{-8}\), which is \(L+S^2\), while the shift turned the bare energy coefficient into \(-298\times10^{-8}\), both in \(\mathrm{V^2/K^2}\).

The next table moves \(\mu\) at fixed temperature, gap and prefactors. The last three columns are in \(10^{-8}\ \mathrm{V^2/K^2}\).

| \(\mu\) (meV) | \(\sigma\) (S/cm) | \(L\) | within | between |
|---:|---:|---:|---:|---:|
| 50 | 3867 | 1.86 | 1.85 | 0.01 |
| 0 | 1298 | 1.78 | 1.61 | 0.17 |
| −50 | 272 | 6.30 | 1.51 | 4.79 |
| −75 | 150 | 17.53 | 1.50 | 16.03 |

At midgap the holes carry one third of the conductivity, and \(L\) is seven times the Wiedemann–Franz value. The large \(L\) is a large variance between two groups of carriers.

**Neglected effects.** Each change below is relative to the main-case \(L\) unless stated otherwise.

- Nonparabolic bands: with \(\varepsilon(1+\alpha\varepsilon)\propto p^2\) and \(\alpha=1/(0.15\ \mathrm{eV})\) in both bands, \(v^2\propto\varepsilon(1+\alpha\varepsilon)/(1+2\alpha\varepsilon)^2\). Using this for \(\sigma(E)\), at fixed \(\mu\) and edge prefactors, lowers \(L\) by 25%, but it also changes \(S\) to −163 µV/K. If \(\mu\) is lowered to −17 meV to restore the original \(S\), \(L\) is 13% below the main case, and the conductivity falls to about 400 S/cm. This estimate leaves out the overlap factor of the Bloch functions in the acoustic scattering rate. In a two-band Kane model with equal deformation potentials in both bands, that factor reduces the two changes of \(L\) from 25% and 13% to about 16% and 11.5%.
- Anisotropy: another crystal direction can change the hole-to-electron conductivity ratio. Doubling it raises \(L\) by 9%, because the small bipolar term nearly doubles.
- Temperature: at 400 K, with fixed gap and net doping, \(\mu\) falls to −17 meV and \(L\) rises by 52%. Here \(k_BT=34.5\) meV, and the ratio of hole to electron conductivity is \(\tfrac12\ln(1+e^{-3.87})/\ln(1+e^{-0.48})\approx0.021\), ten times its value at 300 K. The bipolar term accounts for the rise.
- Inelastic scattering: unscreened polar phonons of 12 meV were added in the conduction band, with a rate equal to the acoustic rate at \(k_BT\) above the edge. The true \(L\) of that band was \(1.648\times10^{-8}\), and the variance rule gave \(1.673\times10^{-8}\ \mathrm{V^2/K^2}\), 1.5% too high relative to the true value. The error depends on the assumed coupling: at three times this polar rate it is 3.1%.

Electron–electron scattering, phonon drag and scattering at the film surfaces were not sized.

**The real case.** Good n-type bismuth telluride near room temperature has, roughly, a conductivity of 1000 S/cm, a Seebeck coefficient of −200 µV/K and a lattice heat conductivity of 1.5 W/(m K), so the main case lies in the right regime. With that lattice value, electrons carry 32% of the heat in the model. Real bands are neither parabolic nor isotropic, and of the room-temperature corrections above the nonparabolic one is the largest. Taken one at a time, these corrections suggest an uncertainty of some tens of percent in the model's \(L\), provided that acoustic phonons dominate the scattering. The scattering law matters too: with \(\sigma(E)\propto x^3\) in both bands, as for ionized impurities, the same nondegenerate mobilities, and \(\mu\) adjusted to keep the same \(S\), \(L\) would be about 50% higher. In that case \(\mu\) lies 76 meV inside the band and the conductivity is about 17000 S/cm, so both mobilities would have to be some thirteen times lower to match the main case; such a common factor changes neither \(S\) nor \(L\). Screening of the impurities softens the \(x^3\) law, and a rough estimate with a screened Coulomb potential brings the rise down to about 45%. When the lattice part is found by subtracting \(L\sigma T\) from a measured total, the choice of \(L\) matters: the Wiedemann–Franz value would give an electronic part of 0.95 instead of 0.69 W/(m K) for this film. The remaining values are in the numerical output.

## Numbers as computed

```
INPUTS (rough, bismuth-telluride-like film)
temperature: 300 K
gap: 0.15 eV
density-of-states mass: 0.6 m0
electron mobility: 1000 cm^2/Vs
hole mobility: 500 cm^2/Vs
kB*T: 25.85 meV
band density of states: 1.166e+19 cm^-3
prefactor A electrons: 1869 S/cm
prefactor A holes: 934.3 S/cm
MAIN CASE, mu at conduction edge
electron density: 8.924e+18 cm^-3
conductivity: 1298 S/cm
mean energy above mu: 60.78 meV
energy standard deviation: 40.02 meV
Seebeck coefficient: -202.6 uV/K
L from variance: 1.77931 1e-8 V^2/K^2
L from open-circuit run: 1.77931 1e-8 V^2/K^2
L, energy zero moved: 1.77931 1e-8 V^2/K^2
energy-zero shift: -4.5 eV
short-circuit heat coefficient: 5.884 1e-8 V^2/K^2
short-circuit energy, moved zero: -298 1e-8 V^2/K^2
electronic heat conductivity: 0.6929 W/(m K)
rough lattice conductivity: 1.5 W/(m K)
electronic share of total: 31.6 %
TABLE: mu-Ec meV | sigma S/cm | S uV/K |
  L, within bands, between bands (1e-8 V^2/K^2) |
  hole share of sigma | mean-energy separation meV
50 | 3866.7 | -114.4 | 1.857, 1.847, 0.010 | 0.00011 | 286.1
0 | 1298.0 | -202.6 | 1.779, 1.613, 0.167 | 0.00217 | 263.1
-50 | 271.6 | -284.3 | 6.300, 1.509, 4.791 | 0.07114 | 255.4
-75 | 150.0 | -141.6 | 17.525, 1.495, 16.030 | 0.33333 | 254.8
LIMITS
one band, nondegenerate L: 1.485 1e-8 V^2/K^2
one band, mu 58 kB*T above edge, L: 2.441 1e-8 V^2/K^2
pi^2/3 (kB/e)^2: 2.443 1e-8 V^2/K^2
window width: 5 meV
window L: 0.002311 1e-8 V^2/K^2
NEGLECTED EFFECTS, main case
L nonparabolic bands: 1.328 1e-8 V^2/K^2
  change: -25.4 %
L hole/electron ratio doubled: 1.944 1e-8 V^2/K^2
  change: 9.3 %
mu-Ec at 400 K, fixed doping: -16.59 meV
L at 400 K: 2.705 1e-8 V^2/K^2
  change: 52.0 %
optical phonon energy: 12 meV
conduction band L, acoustic only: 1.613 1e-8 V^2/K^2
with polar phonons, true L: 1.648 1e-8 V^2/K^2
with polar phonons, variance rule: 1.673 1e-8 V^2/K^2
  rule too high by: 1.5 %
```
